# Voltammetric peak of a one-dimensional lattice gas, exact and mean-field

**Question**

I am modelling underpotential deposition of a monovalent metal along the atomic steps of a vicinal electrode. The adsorption sites form long rows, each site is empty or filled, and two atoms on adjacent sites attract each other with energy $J=0.08$ eV. I used the Frumkin isotherm. At room temperature it gives an S-shaped curve of coverage against potential, so I should see a sudden jump and hysteresis however slowly I scan. But I have also been told that a row with short-range forces cannot have a phase transition.

How do I solve the row without the mean-field approximation? What does the slow-scan voltammetric peak look like as the attraction grows, and which step in the Frumkin argument goes wrong?

**Answer**

The row can be solved in closed form with a $2\times2$ matrix. I take adsorption equilibrium at every potential, identical sites, and a row so long that its ends do not matter.

**Model and signs**

Let $n_i=0$ or $1$ be the occupation of site $i$, and close the row of $N$ sites into a ring. The energy, including the chemical potential $\mu$ of the adsorbate, is

$$H=-J\sum_i n_in_{i+1}-\mu\sum_i n_i,\qquad J>0 .$$

Each deposited atom takes up $\gamma$ electrons, with $\gamma$ constant ($\gamma=1$ for full discharge). A more positive potential $E$ lowers the energy of the electrons, so at fixed ion activity $\mu=\text{const}-\gamma eE$. Define

$$K=\frac{J}{kT},\qquad z=e^{\mu/kT},\qquad x=\frac{\mu+J}{kT},\qquad a=e^{-K}.$$

Then $z=e^{x-K}=ae^{x}$. The coverage will turn out to be one half at $x=0$. Calling that potential $E_0$, we have

$$x=-\frac{\gamma e(E-E_0)}{kT}.$$

Without attraction, half coverage lies at $\mu=0$; with it, at $\mu=-J$. Attraction therefore moves the peak by $+J/\gamma e$.

With $\Gamma$ sites per unit area, the charge supplied to the electrode by adsorption is $q=-\gamma e\Gamma\theta$, negative because deposition consumes electrons. Since $dx/dE=-\gamma e/kT$, the two minus signs cancel:

$$C=\frac{dq}{dE}=\frac{\gamma^2e^2\Gamma}{kT}\frac{d\theta}{dx},\qquad j=Cv$$

for an anodic scan at rate $v$. The voltammogram is thus the slope of the isotherm.

**Transfer matrix**

Share the weight of each site equally between its two bonds. A bond joining $n$ and $n'$ then has weight $z^{(n+n')/2}e^{Knn'}$, which is an element of

$$T=\begin{pmatrix}1&\sqrt z\\ \sqrt z&ze^{K}\end{pmatrix}.$$

Summing over all occupations multiplies these matrices around the ring, so $Z=\mathrm{Tr}\,T^N=\lambda_+^N+\lambda_-^N$. The trace of $T$ is $1+e^x$ and its determinant is $ze^K-z=e^x(1-a)$. Hence

$$\lambda_\pm=\frac{1+e^x}{2}\pm\sqrt{\frac{(1+e^x)^2}{4}-e^x(1-a)} .$$

Write $c=\cosh(x/2)$ and $s=\sinh(x/2)$. Because $(1+e^x)/2=e^{x/2}c$ and $c^2-1=s^2$,

$$\lambda_\pm=e^{x/2}(c\pm R),\qquad R=\sqrt{s^2+a}.$$

For attraction $0<a<1$, so the determinant is positive and $0<\lambda_-<\lambda_+$. As $N\to\infty$, $\ln Z/N\to\ln\lambda_+$; the correction $\ln[1+(\lambda_-/\lambda_+)^N]/N$ and its derivatives vanish exponentially.

The coverage is $\theta=\partial\ln\lambda_+/\partial\ln z$ at fixed $K$, which is the same as $\partial/\partial x$. With $dc/dx=s/2$ and $dR/dx=sc/2R$,

$$\theta=\frac12+\frac{s/2+sc/2R}{c+R}
=\frac12+\frac{s(R+c)}{2R(c+R)}=\frac12+\frac{s}{2R}.$$

This equals one half at $x=0$, as promised. Differentiating once more,

$$\frac{d\theta}{dx}=\frac12\left(\frac{c}{2R}-\frac{s^2c}{2R^3}\right)
=\frac{c(R^2-s^2)}{4R^3}
=\frac{e^{-K}\cosh(x/2)}{4\,[\sinh^2(x/2)+e^{-K}]^{3/2}} .$$

**Height, area and width of the peak**

At $x=0$ the slope is $a/(4a^{3/2})$, so

$$\left.\frac{d\theta}{dx}\right|_{0}=\frac14e^{K/2}.$$

At $K=0$ this is the Langmuir value $1/4$. It grows exponentially with $K$, but nothing special happens at any finite $K$.

To see that there is only one peak, take the logarithmic derivative of $c/R^3$:

$$\frac{s}{2}\left(\frac1c-\frac{3c}{R^2}\right).$$

For $a\le1$ we have $R^2=c^2-1+a\le c^2$, so the bracket is negative and the slope falls on both sides of $x=0$. For strong repulsion matters differ: near $x=0$ the bracket is $1-3/a$, which is positive when $a>3$. The centre is then a minimum and the peak splits.

The area under $d\theta/dx$ is $\theta(\infty)-\theta(-\infty)=1$. The charge under the voltammetric peak is therefore $\gamma e\Gamma$ whatever the attraction, so a curve raised at its centre must be lower further out.

For the width, set the slope equal to half its maximum:

$$\frac{ac}{4R^3}=\frac{1}{8\sqrt a}\quad\Rightarrow\quad c^2=\frac{R^6}{4a^3}.$$

Put $R^2=av$. Then $s^2=a(v-1)$ and $c^2=1+a(v-1)$, which gives

$$v^3=4(1-a)+4av .$$

Divided by $v$, this reads $v^2-4a-4(1-a)/v=0$. The left side increases with $v>0$ for $0<a\le1$, so there is one positive root. At $v=1$ the left side is $-3$, so the root exceeds 1. The two half-height points are $x=\pm2\,\mathrm{arcsinh}\sqrt{a(v-1)}$, and the full width is

$$\Delta x=4\,\mathrm{arcsinh}\sqrt{a(v-1)} .$$

For $K=0$, $v=2$ and $\Delta x=4\,\mathrm{arcsinh}\,1=3.53$. For large $K$, $v\to4^{1/3}$ and $\Delta x\to4\sqrt{4^{1/3}-1}\;e^{-K/2}$: the width shrinks at the rate at which the height grows.

**Why there is no transition**

A transition would need a singularity of $\ln\lambda_+$ at real $x$ and finite $K$. But $s^2+e^{-K}$ is positive there, so the square root is smooth, and $\lambda_+$ is positive, so its logarithm is smooth too. The root vanishes only at complex $x$, where $\sinh^2(x/2)=-a$. The nearest such points are

$$x=\pm2i\arcsin(e^{-K/2}).$$

They approach the real axis as $K$ grows but reach it only for $K\to\infty$. At fixed $J$ that means $T\to0$, where the isotherm becomes a step.

The atoms show the same thing. At $x=0$, $z=a$ and

$$T=\begin{pmatrix}1&\sqrt a\\ \sqrt a&1\end{pmatrix}.$$

A bond between equal sites has weight 1, and a bond between a filled and an empty site, an island edge, has weight $\sqrt a=e^{-J/2kT}$. In a long row the bonds choose independently, so each is an edge with probability $\sqrt a/(1+\sqrt a)$. An island continues until the next edge, and its mean length is the inverse of this probability:

$$\ell=1+e^{K/2}\ \text{sites}.$$

An edge costs the finite energy $J/2$ wherever it is placed. At $T>0$ edges thus have a finite density, and they cut the row into finite islands.

These islands also set the peak height. The eigenvectors of $T$ at $x=0$ are $(1,\pm1)/\sqrt2$, and the operator $n-\frac12$ turns each into the other with a factor of magnitude $1/2$. Between two sites $r$ apart the matrix therefore acts $r$ times with $\lambda_-$ in place of $\lambda_+$:

$$\langle\delta n_0\,\delta n_r\rangle=\tfrac14t^{|r|},\qquad
t=\frac{\lambda_-}{\lambda_+}=\frac{1-\sqrt a}{1+\sqrt a}=\tanh\frac K4 .$$

Two derivatives of $\ln Z$ give the variance of the number of atoms, so the slope is the sum of these correlations:

$$\frac{d\theta}{dx}=\frac14\sum_{r=-\infty}^{\infty}t^{|r|}=\frac14\,\frac{1+t}{1-t}=\frac{1}{4\sqrt a}=\frac14e^{K/2}.$$

The peak sharpens because neighbouring sites fill and empty together. It stays finite because this cooperation has a finite range.

**Where Frumkin goes wrong**

Mean field fills each site independently with probability $\theta$. The mean energy per site is then $-J\theta^2-\mu\theta$. With $\mu/kT=x-K$ and the mixing entropy, the free energy per site is

$$\frac{f}{kT}=K\theta(1-\theta)-x\theta+\theta\ln\theta+(1-\theta)\ln(1-\theta).$$

This is a variational estimate. For any trial distribution $p$, the mean energy minus $T$ times the entropy equals the true free energy plus $kT\sum p\ln(p/p_{\rm eq})$, and that sum is never negative. So $f$ lies at or above the exact value $-kT\ln\lambda_+$. Setting $df/d\theta=0$ gives the Frumkin isotherm

$$x=\ln\frac{\theta}{1-\theta}+K(1-2\theta),\qquad
\frac{dx}{d\theta}=\frac{1}{\theta(1-\theta)}-2K .$$

At half coverage $d\theta/dx=1/(4-2K)$, which diverges at $K=2$. For $K>2$ the slope is negative between the two coverages where $\theta(1-\theta)=1/2K$,

$$\theta_s=\tfrac12(1\pm m),\qquad m=\sqrt{1-2/K},$$

and this is your S-shaped curve. Inserting $\theta_s$ in the isotherm gives $x=\pm(2\,\mathrm{artanh}\,m-Km)$, so the predicted hysteresis is $2(Km-2\,\mathrm{artanh}\,m)$ wide in $x$.

The faulty step is the independent filling, which sets every correlation between different sites to zero. Relative to Langmuir, the two peak heights expand as

$$e^{K/2}=1+\frac K2+\frac{K^2}{8}+\dots,\qquad
\frac{1}{1-K/2}=1+\frac K2+\frac{K^2}{4}+\dots$$

They agree to first order in $K$ and differ from the second.

| $K$ | exact height | Frumkin height | exact $\Delta x$ |
|---|---|---|---|
| 1.0 | 1.65 | 2.00 | 1.97 |
| 1.8 | 2.46 | 10.0 | 1.28 |
| 2.0 | 2.72 | infinite | 1.15 |
| 2.2 | 3.00 | loop | 1.04 |
| 4.0 | 7.39 | loop | 0.42 |

The Frumkin transition is real in another model. Let every atom attract every other equally weakly, with total energy $-Jn^2/N$ for $n$ atoms. The probability of coverage $\theta$ is then proportional to $e^{-Nf/kT}$ at leading order in $N$, with the same $f$. For $K>2$ and $x=0$ it has two equal maxima, and no island edges exist to mix the two states. It is the short range in one dimension that makes the transition false for your row.

**Your numbers**

At 298.15 K, $kT/e=25.69$ mV and $K=80/25.69=3.11$, well above 2. I assume a site spacing of 0.28 nm, steps 2.0 nm apart, $\gamma=1$ and a scan rate of 5 mV/s. Then

$$\Gamma=\frac{1}{(0.28\times10^{-7})(2.0\times10^{-7})}\ \mathrm{cm^{-2}}=1.79\times10^{14}\ \mathrm{cm^{-2}},$$

and a full layer carries $e\Gamma=28.6$ µC/cm². With $e^{K/2}=4.74$, the peak slope is $4.74/4=1.186$, so

$$C_{\rm peak}=\frac{28.61\ \mathrm{\mu C/cm^2}}{0.025693\ \mathrm V}\times1.186\approx1320\ \mathrm{\mu F/cm^2}.$$

The peak current is $1320\times0.005=6.6$ µA/cm². The full width is $0.651\times25.69=16.7$ mV, against 90.6 mV without attraction. The coverage falls from 0.84 to 0.16 between 10 mV below and 10 mV above $E_0$: steep, but continuous and the same in both scan directions. The mean island at half coverage has 5.7 atoms.

Frumkin instead predicts an equilibrium jump between coverages 0.061 and 0.939. With $m=0.598$, its hysteresis is $2(1.862-1.380)=0.964$ in $x$, or 24.8 mV, more than the 16.7 mV width of the exact peak at half height. It places the critical temperature at $J/2k=464$ K.

Counting all arrangements on finite rings shows the difference. The slope at $x=0$ is 1.186 for both 200 and 400 sites. In the model where all atoms attract each other it is 38.3 and 76.8, doubling with size as expected for two coexisting states: their coverages lie 0.439 from one half, which gives about $N(0.439)^2=38.5$ and 77.1.

**How far to trust this for a real electrode**

Your $J$ and my spacings are rough, plausible values for step decoration, not data for a particular metal; $J$ should be read as an effective attraction in the presence of solvent and anions. The estimates below use trial values and change one thing at a time.

Among these trials the largest change of height comes from adding a second-neighbour coupling: an attraction of 8 meV multiplies the height by 1.34, a repulsion of 8 meV by 0.75. These factors depend on stopping at the second neighbour: if the same coupling continues as $1/r^3$ out to the eighth neighbour they become about 1.8 and 0.60. Partial charge transfer, $\gamma=0.9$, lowers it to 1070 µF/cm² and widens the peak to 18.6 mV. A spread of 3 mV rms between the potentials of different rows lowers the height by 9 %, and cutting the rows into open pieces of 50 sites lowers it by 7 %. Warming to 333.15 K at fixed $J$ gives 1000 µF/cm² and 22.1 mV.

Three further effects are small for the trial values used here. A double-layer capacitance of 30 µF/cm² adds 2.3 % to the peak. With 10 mM of ions, a diffusion coefficient of $10^{-5}$ cm²/s and a diffusion layer of 0.02 cm, the supply limit is 482 µA/cm²; a steady current as large as the peak current would shift the potential by about $25.69\,|\ln(1-6.6/482)|=0.35$ mV, and the peak, which lasts only a few seconds, shifts it by only about 0.1 mV. This holds for 10 mM; in more dilute solutions depletion matters, with a peak shift of about 1.2 mV and a 5 % lower peak at 1 mM, and about 11 mV and 36 % at 0.1 mM. If the coverage relaxes to equilibrium with a single time of 0.1 s, it lags by about $5\times0.1=0.5$ mV. This time is the collective one, and attraction lengthens it: for single-site (Glauber) kinetics at half coverage it is $1/[1-\tanh(K/2)]\approx12$ times the time of an isolated site, so a site time of 0.1 s would delay the peak by about 4 mV and lower it by 18 %. Much slower adsorption would produce hysteresis, but of kinetic origin, and it would shrink as the scan is slowed.

Coupling between rows needs separate thought. An attraction of 1 meV per pair of facing atoms, in a closed strip of six rows, raises the peak by 10 %. The strip still has a finite matrix with positive elements, whose largest eigenvalue is never degenerate, so it has no transition either. For infinitely many coupled rows the matrix is no longer finite and this argument fails. If your steps are close enough to interact appreciably, a sharp jump is possible. For an attraction $J_\perp$ between facing atoms the array is an anisotropic two-dimensional Ising lattice gas, and Onsager's condition $\sinh(K/2)\,\sinh(J_\perp/2kT)=1$ puts the threshold at about 22 meV for your $J$ and temperature, far above the 1 meV trial. The full set of values is in the numerical output below.

## Calculated quantities

```
attraction J = 0.080 eV; temperature = 298.15 K
kT/e = 25.693 mV; K = J/kT = 3.1137
site spacing = 0.28 nm; step separation = 2.0 nm
valency = 1.0; scan rate = 5.0 mV/s
site density = 1.7857e+14 cm^-2
full-layer charge = 28.61 uC/cm2
exp(-K) = 0.04443; exp(K/2) = 4.7439
peak dtheta/dx = 1.1860; width in x = 0.6510
peak capacitance = 1320.7 uF/cm2
peak current = 6.603 uA/cm2
full width at half height = 16.73 mV
without attraction: width = 90.58 mV
without attraction: peak = 278.4 uF/cm2
peak shift due to attraction = 80.0 mV
correlation ratio t = 0.6518
correlation length = 2.336 sites
mean island length = 5.744 sites
branch point distance = 10.91 mV
E-E0 (mV), coverage, anodic current (uA/cm2):
   -40  0.9856  0.118
   -20  0.9421  0.724
   -10  0.8403  2.646
     0  0.5000  6.603
    10  0.1597  2.646
    20  0.0579  0.724
    40  0.0144  0.118
K, exact peak/Langmuir, Frumkin peak/Langmuir, exact width in x:
  0.0  1.000  1.000  3.5255
  1.0  1.649  2.000  1.9721
  1.8  2.460  10.000  1.2807
  2.0  2.718  infinite  1.1532
  2.2  3.004  loop  1.0393
  3.0  4.482  loop  0.6897
  4.0  7.389  loop  0.4162
false critical temperature J/2k = 464.2 K
Frumkin coexistence = 0.0610 and 0.9390
Frumkin spinodals = 0.2010 and 0.7990
false hysteresis = 24.77 mV
ring slope, 200 and 400 sites = 1.1860, 1.1860
infinite range, 200 and 400 = 38.29, 76.84
second neighbour +/-8 meV: peak x 1.344, 0.749
6 rows coupled by 1 meV: peak x 1.098
open row, 50 sites: peak x 0.927, shift -0.40 mV
row spread 3 mV rms: peak x 0.910
double layer 30 uF/cm2 = 2.27 % of peak
ions 10 mM, D = 1e-05 cm2/s, layer 0.02 cm
supply limit = 482 uA/cm2; shift = 0.35 mV
relaxation 0.1 s: potential lag = 0.50 mV
valency 0.9: peak 1069.7 uF/cm2, width 18.58 mV
at 333.15 K: peak 1003.6 uF/cm2, width 22.07 mV
```
